# Ground-Energy Shift from One Missing Monolayer in a Hard-Wall GaAs Well: verification in Python

```python
"""Ground-energy rise when a hard-wall quantum well loses one monolayer.

Result under test:
    rise = E1(L) * ((L/(L-d))**2 - 1),  E1(L) = pi^2 hbar^2 / (2 m L^2)
L: well width, d: monolayer thickness, m: electron effective mass.
Internal units are eV and nm. Finite elements provide independent energies.
Barrier, gap, field and density values are rough typical channel values.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse import csr_matrix, kron
from scipy.sparse.linalg import eigsh

kinetic_free = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
mass_well = 0.067
width = 10.0
layer = 0.283
thin_width = width - layer
kinetic_well = kinetic_free / mass_well

barrier = 0.25
mass_barrier = 0.092
gap = 1.42
field_MV_cm = 0.02
force = field_MV_cm * 0.1       # 1 MV/cm = 0.1 V/nm
density_cm2 = 5e11
temperature = 300.0


def hard_wall_energy(L):
    return kinetic_well * (np.pi / L)**2


def assemble(nodes, kinetic, potential):
    """Linear elements with constant coefficients in each element."""
    count = len(nodes)
    hamiltonian = np.zeros((count, count))
    overlap = np.zeros((count, count))
    slope = np.array([[1.0, -1.0], [-1.0, 1.0]])
    product = np.array([[2.0, 1.0], [1.0, 2.0]]) / 6
    for i, h in enumerate(np.diff(nodes)):
        part = slice(i, i + 2)
        hamiltonian[part, part] += (kinetic[i] / h * slope
                                    + potential[i] * h * product)
        overlap[part, part] += h * product
    return hamiltonian, overlap


def levels(nodes, kinetic, potential):
    """Two lowest levels, wave function zero at both ends."""
    H, S = assemble(nodes, kinetic, potential)
    return eigh(H[1:-1, 1:-1], S[1:-1, 1:-1], eigvals_only=True,
                subset_by_index=[0, 1])


def numerical_box(left, right, slope=0.0):
    nodes = np.linspace(left, right, 401)
    middle = (nodes[1:] + nodes[:-1]) / 2
    return levels(nodes, np.full(400, kinetic_well), slope * middle)


# Hard-wall levels and their change with width.
energy = hard_wall_energy(width)
thin_energy = hard_wall_energy(thin_width)
rise = energy * ((width / thin_width)**2 - 1)
box = numerical_box(0, width)
thin_box = numerical_box(0, thin_width)
assert abs(box[0] - energy) < 1e-6
assert abs(thin_box[0] - thin_energy) < 1e-6
assert abs(thin_box[0] - box[0] - rise) < 1e-6
assert abs(box[1] - box[0] - 3 * energy) < 1e-5
assert abs(1000 * (thin_box[0] - box[0]) - 3.3) < 0.05

ratio = layer / width
linear = 2 * ratio * energy
quadratic = 3 * ratio**2 * energy
cubic = 4 * ratio**3 * energy
dw = 0.1
wide_e = numerical_box(0, width + dw)[0]
narrow_e = numerical_box(0, width - dw)[0]
first_derivative = (wide_e - narrow_e) / (2 * dw)
second_derivative = (wide_e - 2 * box[0] + narrow_e) / dw**2
assert abs(first_derivative / (-2 * energy / width) - 1) < 1e-3
assert abs(second_derivative / (6 * energy / width**2) - 1) < 1e-3
assert abs(thin_box[0] - box[0] - linear - quadratic - cubic) < 2e-6
fall = energy - hard_wall_energy(width + layer)
numerical_fall = box[0] - numerical_box(0, width + layer)[0]
assert abs(numerical_fall - fall) < 1e-6
assert numerical_fall < thin_box[0] - box[0]


# Finite barriers: matching condition against finite elements.
def finite_well(L, height, outer_mass):
    def mismatch(E):
        k = np.sqrt(E / kinetic_well)
        decay = np.sqrt((height - E) * outer_mass / kinetic_free)
        return (k / mass_well * np.sin(k * L / 2)
                - decay / outer_mass * np.cos(k * L / 2))
    top = min(height, hard_wall_energy(L)) * (1 - 1e-12)
    return brentq(mismatch, 1e-9, top, xtol=1e-14)


def numerical_finite_well(L):
    outside = 15.0
    nodes = np.concatenate((np.linspace(-outside, 0, 201),
                            np.linspace(0, L, 201)[1:],
                            np.linspace(L, L + outside, 201)[1:]))
    middle = (nodes[1:] + nodes[:-1]) / 2
    inside = (middle > 0) & (middle < L)
    kinetic = np.where(inside, kinetic_well, kinetic_free / mass_barrier)
    return levels(nodes, kinetic, np.where(inside, 0.0, barrier))[0]


finite_energy = finite_well(width, barrier, mass_barrier)
finite_thin = finite_well(thin_width, barrier, mass_barrier)
finite_rise = finite_thin - finite_energy
finite_num = numerical_finite_well(width)
finite_num_thin = numerical_finite_well(thin_width)
assert abs(finite_num - finite_energy) < 1e-5
assert abs(finite_num_thin - finite_num - finite_rise) < 5e-6
assert finite_num_thin - finite_num < thin_box[0] - box[0]
assert abs(finite_well(width, 1e6, mass_well) / energy - 1) < 1e-3


# Nonparabolic estimate: root formula against a two-band matrix.
def nonparabolic(parabolic_energy):
    return gap / 2 * (np.sqrt(1 + 4 * parabolic_energy / gap) - 1)


for L in (width, thin_width):
    coupling = np.sqrt(kinetic_well * gap) * np.pi / L
    bands = np.linalg.eigvalsh([[0.0, coupling], [coupling, -gap]])
    assert abs(bands[-1] - nonparabolic(hard_wall_energy(L))) < 1e-10
nonparabolic_rise = nonparabolic(thin_energy) - nonparabolic(energy)

# Transverse field: potential energy increases from left to right.
tilted = numerical_box(0, width, force)[0]
drop = force * width
perturbed = (energy + drop / 2
             - (15 / np.pi**2 - 1) / 48 * drop**2 / energy)
assert abs(tilted - perturbed) < 2e-6
rise_high_side = numerical_box(0, thin_width, force)[0] - tilted
rise_low_side = numerical_box(layer, width, force)[0] - tilted
assert abs(rise_high_side - (rise - force * layer / 2)) < 2e-5
assert abs(rise_low_side - (rise + force * layer / 2)) < 2e-5

# Alternating thick and thin stripes; a half period suffices by symmetry.
half_stripe = 20.0
lateral_length = np.sqrt(kinetic_well / rise)


def stripe_mismatch(E):
    k = np.sqrt(E / kinetic_well)
    decay = np.sqrt((rise - E) / kinetic_well)
    return (k * np.sin(k * half_stripe)
            - decay * np.tanh(decay * half_stripe)
            * np.cos(k * half_stripe))


stripe_rise = brentq(stripe_mismatch, 1e-9, rise * (1 - 1e-9), xtol=1e-14)
x = np.linspace(0, 2 * half_stripe, 161)
z = np.concatenate((np.linspace(0, thin_width, 49),
                    np.linspace(thin_width, width, 3)[1:]))
Hx, Sx = assemble(x, np.full(len(x) - 1, kinetic_well),
                  np.zeros(len(x) - 1))
Hz, Sz = assemble(z, np.full(len(z) - 1, kinetic_well),
                  np.zeros(len(z) - 1))
Hx, Sx, Hz, Sz = [csr_matrix(a) for a in (Hx, Sx, Hz, Sz)]
H2 = (kron(Hx, Sz) + kron(Sx, Hz)).tocsr()
S2 = kron(Sx, Sz).tocsr()
upper_wall = np.where(x <= half_stripe + 1e-9, thin_width, width)
allowed = ((z[None, :] > 1e-9)
           & (z[None, :] < upper_wall[:, None] - 1e-9))
keep = np.flatnonzero(allowed.ravel())
H2 = H2[keep][:, keep].tocsc()
S2 = S2[keep][:, keep].tocsc()
sheet_energy = eigsh(H2, k=1, M=S2, sigma=0.0, which="LM",
                     v0=np.ones(len(keep)), return_eigenvectors=False)[0]
flat_energy = levels(z, np.full(len(z) - 1, kinetic_well),
                     np.zeros(len(z) - 1))[0]
sheet_rise = sheet_energy - flat_energy
# Abrupt corners and the finite mesh allow a small departure.
assert abs(sheet_rise - stripe_rise) < 1e-4
assert 0 < sheet_rise < rise

thermal = const.k * temperature / const.e
fermi = 2 * np.pi * kinetic_well * density_cm2 * 1e-14


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Effective mass", mass_well, "m0")
show("Original width", width, "nm")
show("Monolayer removed", layer, "nm")
show("Reduced width", thin_width, "nm")
show("pi^2 hbar^2/(2m)", kinetic_well * np.pi**2 * 1e3, "meV nm^2", 1)
show("Original ground energy", energy * 1e3, "meV")
show("Reduced-width ground energy", thin_energy * 1e3, "meV")
show("Hard-wall energy rise", rise * 1e3, "meV")
show("Hard-wall energy rise, converted", rise, "eV", 6)
show("Finite-element energy rise", (thin_box[0] - box[0]) * 1e3, "meV")
show("Relative thickness change d/L", ratio, "(no unit)", 4)
show("Linear term of rise", linear * 1e3, "meV")
show("Quadratic term of rise", quadratic * 1e3, "meV")
show("Cubic term of rise", cubic * 1e3, "meV", 4)
show("Energy fall if monolayer is added", fall * 1e3, "meV")
show("Gap to second subband", 3 * energy * 1e3, "meV", 1)
show("Lateral length hbar/sqrt(2m rise)", lateral_length, "nm", 1)
show("Width of each alternating stripe", 2 * half_stripe, "nm", 1)
show("Striped-sheet rise, local model", stripe_rise * 1e3, "meV")
show("Striped-sheet rise, 2D solution", sheet_rise * 1e3, "meV")
show("Rough barrier height", barrier, "eV", 2)
show("Rough barrier mass", mass_barrier, "m0")
show("Finite-barrier ground energy", finite_energy * 1e3, "meV")
show("Finite-barrier thin-well energy", finite_thin * 1e3, "meV")
show("Finite-barrier energy rise", finite_rise * 1e3, "meV")
show("Finite/hard-wall rise ratio", finite_rise / rise, "(no unit)")
show("Rough band gap", gap, "eV", 2)
show("Nonparabolic ground energy", nonparabolic(energy) * 1e3, "meV")
show("Nonparabolic energy rise", nonparabolic_rise * 1e3, "meV")
show("Rough transverse field", field_MV_cm, "MV/cm", 2)
show("Field term eFd/2", force * layer / 2 * 1e3, "meV")
show("Rise, layer lost at high-energy wall", rise_high_side * 1e3, "meV")
show("Rise, layer lost at low-energy wall", rise_low_side * 1e3, "meV")
show("Temperature", temperature, "K", 0)
show("Thermal energy kT", thermal * 1e3, "meV", 2)
print(f"Rough sheet density: {density_cm2:.1e} cm^-2")
show("Zero-temperature Fermi energy", fermi * 1e3, "meV", 2)
print("all tests passed")
```

Running it gives:

```
Effective mass: 0.067 m0
Original width: 10.000 nm
Monolayer removed: 0.283 nm
Reduced width: 9.717 nm
pi^2 hbar^2/(2m): 5612.4 meV nm^2
Original ground energy: 56.124 meV
Reduced-width ground energy: 59.441 meV
Hard-wall energy rise: 3.317 meV
Hard-wall energy rise, converted: 0.003317 eV
Finite-element energy rise: 3.317 meV
Relative thickness change d/L: 0.0283 (no unit)
Linear term of rise: 3.177 meV
Quadratic term of rise: 0.135 meV
Cubic term of rise: 0.0051 meV
Energy fall if monolayer is added: 3.047 meV
Gap to second subband: 168.4 meV
Lateral length hbar/sqrt(2m rise): 13.1 nm
Width of each alternating stripe: 40.0 nm
Striped-sheet rise, local model: 1.097 meV
Striped-sheet rise, 2D solution: 1.126 meV
Rough barrier height: 0.25 eV
Rough barrier mass: 0.092 m0
Finite-barrier ground energy: 30.539 meV
Finite-barrier thin-well energy: 31.850 meV
Finite-barrier energy rise: 1.311 meV
Finite/hard-wall rise ratio: 0.395 (no unit)
Rough band gap: 1.42 eV
Nonparabolic ground energy: 54.065 meV
Nonparabolic energy rise: 3.076 meV
Rough transverse field: 0.02 MV/cm
Field term eFd/2: 0.283 meV
Rise, layer lost at high-energy wall: 3.042 meV
Rise, layer lost at low-energy wall: 3.608 meV
Temperature: 300 K
Thermal energy kT: 25.85 meV
Rough sheet density: 5.0e+11 cm^-2
Zero-temperature Fermi energy: 17.86 meV
all tests passed
```
